Why isolated arsenic saturates when three donors bind one electron, part 2

In a model of arsenic-doped silicon at 1000 °C, three donor ions and one electron form a cluster:

3 As⁺ + e⁻ ⇌ As₃²⁺

The question is how the density C of isolated As⁺ responds to added arsenic. X is the density of clusters, n that of free electrons and C_T the total arsenic, all in cm⁻³. T is the temperature and kT the thermal energy. The atom balance and extrinsic neutrality, with holes left out, give

C_T = C + 3X.  (1)

n = C + 2X.  (2)

n = C_T − X.  (3)

The free-energy route minimizes φ, the Helmholtz free energy per unit volume divided by kT, for an ideal mixture with Boltzmann electrons. At fixed C_T,

dφ/dX = ln(X/c₀) − 3 ln(C/c₀) − ln(n/c₀) + u_X − 3u_C − u_n.  (5)

Here c₀ is an arbitrary reference density, and each constant u holds the energy of one particle over kT and the number of places open to it. Setting (5) to zero gives mass action,

X = K C³ n,  K = c₀⁻³ exp(3u_C + u_n − u_X).  (6)

The kinetic route starts from a rate law with time t and positive constants k_f and k_r:

dX/dt = k_f C³n − k_r X.  (19)

If a reservoir holds C fixed, clusters grow without limit at or above the threshold

C_s³ = k_r/(2k_f).  (21)

With k_f/k_r = K, both routes give the same ceiling, which C approaches at high doping:

C < C_s,  C_s = (2K)^(−1/3).  (9)

With t now denoting C_T/C_s, the approach is

1 − C/C_s = 1/(2t + 1) + (2/3)/(2t + 1)³ + ….  (17)

The example has K = 2×10⁻⁶² cm⁹, T = 1273 K and C_s = 2.92×10²⁰ cm⁻³. At C_T = 1.0×10²¹ cm⁻³, C = 2.547, X = 2.484 and n = 7.516, in units of 10²⁰ cm⁻³. Doubling C_T from there raises C by 7 percent, to 2.72×10²⁰ cm⁻³. If clusters are frozen on cooling and each captures two electrons, the free-electron density drops to C.

### Stability and the time to settle

At fixed C_T both C = C_T − 3X and n = C_T − X fall as X rises. Formation in (19) therefore weakens and dissolution strengthens. The net rate is positive at X = 0, negative at X = C_T/3 and decreasing in between, so every starting composition moves towards the one steady state.

For a small displacement from it, the derivative of k_f C³n with respect to X is −k_f C³n(9/C + 1/n). The 9 is the product of the exponent 3 and the three ions consumed per cluster. At the steady state k_f C³n = k_r X, so the displacement decays at the rate

λ = k_r(1 + 9X/C + X/n).  (24)

For the example the bracket is 1 + 8.78 + 0.33 = 10.1. Under this rate law the sample settles about ten times faster than an isolated cluster would dissolve. No value in seconds follows, because K fixes only the ratio k_f/k_r.

The ceiling applies to the steady state. A sample that starts with all its arsenic isolated, at a total above C_s, begins above the ceiling and comes down as clusters form. If the anneal ends before that has happened, C can exceed C_s.

### What each derivation assumes

Both derivations assume a single cluster species, the two balances, and coefficients that do not change with composition. They differ in the origin of the mass-action ratio.

The free-energy route assumes that equilibrium has been reached and that the mixture is ideal. It needs no mechanism: the cluster may assemble through pairs or in any other way, provided the intermediates are too few to enter the balances. It also relates K to particle energies and numbers of states, and it shows what to replace when the electrons are not ideal. It says nothing about the time required.

The kinetic route assumes the rate law (19). Taken literally, this law describes four particles meeting at once, which is a strong assumption. The steady state needs less. If the net rate is M(KC³n − X), with M positive but otherwise dependent on composition, the zero of the rate is unchanged. The direction of approach is unchanged too, while (24) must be modified. The kinetic route adds stability and the picture of a growth threshold. Its weak point is that k_f/k_r is just a number until detailed balance, the equality of forward and backward rates in equilibrium, identifies it with K.

### Why one bound electron gives a plateau

Let the three-atom cluster bind k electrons instead of one. Its charge is 3 − k, and the laws become

X = KC³nᵏ,  n = C + (3 − k)X,  (25)

with units of K that depend on k. For k = 0, 1 or 2 and high doping, most arsenic is clustered, so X ≈ C_T/3 and n ≈ (3 − k)X. Eliminating X gives

C³ ≈ n^(1−k)/[(3 − k)K].  (26)

Since n is proportional to C_T, C varies as C_T to the power (1 − k)/3. This power is 1/3 for k = 0, zero for k = 1 and −1/3 for k = 2. For k = 3 the cluster is neutral and n = C, so X = KC⁶ and C grows as C_T to the power 1/6. Numerical solutions between C_T = 10²⁹ and 10³⁰ cm⁻³, values with no physical meaning that serve to isolate the limit, gave 0.3333, 0.0000, −0.3333 and 0.1667.

Among these four clusters, then, the plateau belongs to the one with a single bound electron. Cluster density and electron density then enter mass action to the same power, and their growth cancels.

### Holes

If holes are kept and obey pn = n_i², where p is the hole density and n_i the intrinsic density, neutrality reads n − n_i²/n = C + 2X. Inserting X = KC³n, dividing by n and using 2K = 1/C_s³ gives

C³ = C_s³(1 − C/n − n_i²/n²).  (27)

The bracket is less than 1, so the bound survives. As n grows with C bounded, the bracket tends to 1, so the limit survives too. With a rough n_i of 1×10¹⁹ cm⁻³, holes lower C in the example by a relative 5×10⁻⁵. The extrinsic assumption is harmless here.

### Degenerate electrons

Boltzmann statistics require n to be far below the effective density of states N_c of the conduction band. With the density-of-states mass set to 1.08 electron masses as a model input, N_c is about 2.5×10²⁰ cm⁻³ at 1273 K, and n in the example is about three times as large.

The free-energy route shows the repair. Let η be the Fermi level measured from the conduction-band edge, divided by kT. For a parabolic band

n = N_c F_1/2(η),  F_j(η) = [1/Γ(j + 1)] ∫₀^∞ εʲ dε/(1 + e^(ε−η)).

The logarithm of n in the equilibrium condition came from the electron chemical potential. It is replaced by the logarithm of the activity a = N_c e^η, which reduces to n in the dilute limit. Thus

X = KC³a.  (28)

To see the effect, define Θ = d ln a/d ln n. Since d ln a = dη and the derivative of F_1/2 is F_−1/2, Θ = F_1/2/F_−1/2. This exceeds 1. With f the Fermi occupation, differentiating f with respect to η gives f(1 − f), which is smaller than f, so F_−1/2 is smaller than F_1/2. The activity therefore grows faster than the density, and the cancellation behind the plateau is lost.

At a maximum of C, a small change of doping leaves C fixed. Then (28) gives dX/X = Θ dn/n, and neutrality gives dn = 2 dX. Hence Θ = n/(2X) = n/(n − C), or

C/n = 1 − 1/Θ.  (29)

Beyond the maximum C falls. From (28) and X < n/2, C³ is less than n/(2Ka). At large η the density grows as η^(3/2) while a grows as e^η, so this bound goes to zero.

With K, T and C_T = 1.0×10²¹ cm⁻³ held fixed, Fermi statistics give a/n = 2.74 and lower C from 2.55×10²⁰ to 1.89×10²⁰ cm⁻³, a drop of 26 percent. The maximum is 1.96×10²⁰ cm⁻³, at C_T = 6.4×10²⁰ cm⁻³. There Θ = 1.668, so (29) gives C/n = 0.400, as found numerically. At C_T = 2.0×10²¹ cm⁻³ C is down to 1.5×10²⁰ cm⁻³.

These sizes depend on the parabolic band. The Fermi level lies 0.2 to 0.4 eV above the band edge, where the band of silicon is no longer parabolic and holds more states. If the energy E above the edge follows E(1 + αE) ∝ (wave number)², with α = 0.5 per eV as a rough input and K defined by the same dilute limit, the drop at C_T = 1.0×10²¹ cm⁻³ is 19 percent instead of 26. From there to 2.0×10²¹ cm⁻³ C still falls, but by 11 percent instead of 20.

The plateau thus needs a window: C_T well above C_s, with n, about 2C_T/3, well below N_c. That requires C_s ≪ N_c. In the example C_s is larger than N_c, so no such window exists. The maximum is broad, however: for the parabolic band C stays within 5 percent of it from about C_T = 4×10²⁰ to 1×10²¹ cm⁻³, a range over which the Boltzmann C rises by about 20 percent. A flat stretch of C is therefore no evidence for the ceiling C_s. A plateau could still appear if other effects offset the excess activity. At the electron density of the Fermi solution for C_T = 1.0×10²¹ cm⁻³, which is 7.3×10²⁰ cm⁻³, a lowering of the conduction-band edge by kT ln 2.74 = 0.11 eV cancels the excess. The same lowering at every doping would only rescale K, and C would still pass through a maximum. Restoring the Boltzmann curve needs an offset that grows with doping, from 0.06 eV at n = 4.1×10²⁰ cm⁻³ to 0.21 eV at n = 1.42×10²¹ cm⁻³. That curve still rises by 21 percent over this range, so less is needed to keep C level. Equal values of C at C_T = 5×10²⁰ and 2.0×10²¹ cm⁻³ require the offset to grow by about 0.08 to 0.09 eV for the parabolic band and 0.03 to 0.04 eV for the nonparabolic one. The model contains no such effect. Exchange among the electrons, left out here, does lower the band edge more at higher density, and a first-order estimate with six equal isotropic valleys gives about 0.04 to 0.07 eV over this range for the parabolic band. There C still falls by 15 percent from C_T = 1.0×10²¹ to 2.0×10²¹ cm⁻³. With the nonparabolic band and exchange together, C is 2.2, 2.3 and 2.2×10²⁰ cm⁻³ at C_T = 5×10²⁰, 1.0×10²¹ and 2.0×10²¹ cm⁻³. This is still a maximum, but one too flat to tell from a plateau at the accuracy of these inputs.

### Interactions between the charges

The simplest estimate of Coulomb effects is the Debye–Hückel limiting law. It adds −κ³/(12π) to the free energy per volume over kT, with κ² = 4πℓS. Here ℓ is the distance at which two unit charges interact with energy kT, and S is the sum of squared charge times density. With all charges included,

S = C + 4X + n = (C_T − 3X) + 4X + (C_T − X) = 2C_T.  (30)

S does not depend on X. To this order the interaction leaves the equilibrium unchanged, because 3 × 1² + 1² = 2².

The cancellation depends on treating electrons as classical charges. If the ions alone are counted, S = C_T + X, and differentiating −κ³/(12π) with respect to X gives −ℓκ/2. With the relative permittivity set to 11.7 as a model input, ℓ = 1.12 nm and 1/κ = 0.24 nm. At C_T = 1.0×10²¹ cm⁻³ the shift is −2.4 kT per reaction in favour of clusters. Held fixed, it would multiply C_s by 0.46. But it strengthens with doping, so in this estimate C would fall at high doping instead of levelling off. This is no usable correction: the limiting law needs many ions within a screening length, yet the mean arsenic spacing is 1.0 nm. The estimate shows that interactions are strong and that K must be regarded as an effective constant for a limited range of doping.

### Beside real silicon

After furnace anneals near 1000 °C, heavily arsenic-doped silicon typically shows, as a rough figure, a few times 10²⁰ carriers per cm³ at room temperature. K was chosen to place C_s in that range, so the agreement is no prediction. A total of 1.0×10²¹ cm⁻³ is heavy doping, with arsenic on 2 percent of the lattice sites. Totals several times larger strain the dilute picture. At such doping Boltzmann statistics fail. At fixed K and for a parabolic band, Fermi statistics lower C by the 26 percent found above and replace the plateau by a maximum and a fall: the 7 percent gain of the opening example becomes a loss of about 20 percent. The loss shrinks to 11 percent with the nonparabolic band and to about 6 percent when first-order exchange is added, so its size is not settled by this model. The charges also interact too strongly for the ideal mixture to be trusted. The As₃²⁺ cluster is a model choice, not an identified species; deactivation in real silicon is commonly ascribed to arsenic–vacancy complexes. These, other cluster sizes and precipitates are left out, and their effect is not sized here. The total needed for 95 percent of C_s, 2.8×10²¹ cm⁻³, is roughly the solubility of arsenic near 1000 °C, so precipitation would intervene before the ceiling is closely approached. Where equilibrium, a single As₃²⁺ species and a constant effective K in X = KC³n do hold, adding arsenic far above C_s yields little more isolated arsenic. The numerical output below gives the values for Boltzmann statistics, for the parabolic Fermi case and for the limiting law in more detail.

Numbers as computed

```
K = 2.0e-62 cm^9, T = 1273.15 K, kT = 0.1097 eV
Saturation density C_s = (2K)^(-1/3) = 2.924e+20 cm^-3
C_T, C, X, n (all cm^-3), C/C_s, clustered fraction of As:
  1.0e+20 9.495e+19 1.683e+18 9.832e+19 0.3247 0.0505
  2.0e+20 1.569e+20 1.435e+19 1.856e+20 0.5367 0.2153
  5.0e+20 2.242e+20 9.194e+19 4.081e+20 0.7667 0.5517
  1.0e+21 2.547e+20 2.484e+20 7.516e+20 0.8711 0.7453
  2.0e+21 2.724e+20 5.759e+20 1.424e+21 0.9317 0.8638
C_T for C = 0.90 C_s: 1.325e+21 cm^-3
C_T for C = 0.95 C_s: 2.783e+21 cm^-3
At C_T = 1.0e+21 cm^-3: t = C_T/C_s = 3.4200
  1 - C/C_s: solved 0.12887, 1/(2t+1) = 0.12755
C/C_s at C_T = 1e6 C_s: 0.99999950
Coefficient of (2t+1)^-3 at t = 50: 0.6634
Powers of C_T for 0,1,2,3 bound electrons: 0.3333, 0.0000, -0.3333, 0.1667
Largest relative difference, classical minimum: 4.8e-08
Largest relative difference, Fermi minimum: 7.9e-08
Neglected effects at C_T = 1.0e+21 cm^-3:
  n at anneal, no capture: 7.516e+20 cm^-3
  n after two-electron capture per cluster: 2.547e+20 cm^-3
  intrinsic density (rough input): 1.0e+19 cm^-3
  relative change of C by holes: -5.12e-05
  DOS mass (rough input): 1.08 m_e, N_c = 2.462e+20 cm^-3
  Fermi statistics: eta = 2.094, n = 7.297e+20 cm^-3
  Fermi statistics: activity/n = 2.740
  Fermi statistics: C = 1.891e+20 cm^-3, ratio 0.742
  band-edge lowering that offsets activity/n: 0.111 eV
Fermi maximum of C: 1.962e+20 cm^-3 at C_T = 6.370e+20 cm^-3
  there n = 4.901e+20 cm^-3, C/n = 0.4004, Theta = 1.6677
  Fermi C at C_T = 2.0e+21 cm^-3: 1.517e+20 cm^-3
  Fermi C at C_T = 5.0e+21 cm^-3: 7.245e+19 cm^-3
Relative permittivity (rough input): 11.7
  Coulomb length e^2/(4 pi eps kT): 1.122 nm
  ion-only screening length: 0.238 nm
  mean As spacing C_T^(-1/3): 1.000 nm
  reaction shift, all charges: 0.0e+00 kT
  reaction shift, ions only: -2.353 kT
  factor on C_s from the ion-only shift: 0.456
Lattice constant (rough input): 0.543 nm
  As fraction of lattice sites: 0.0200
```
